# Why kinetic balance can pollute the Dirac gap and atomic balance cannot: a numerical check

```python
"""Spurious gap levels of the Dirac-Coulomb operator in balanced bases.

Result under test: with V = -Z/r, kinetic balance (lower functions
sigma.p phi) admits tuned, strongly contracted phi that put a false
eigenvalue anywhere in the gap (-c^2, c^2); atomic balance (lower functions
(2c^2-V)^-1 sigma.p phi) does not.
Hartree atomic units; energies include the rest energy c^2.
For s1/2 states phi = f(r) * spinor, and sigma.p phi has radial part f'(r).
Contracted function: f = exp(-r^2/delta^2) + t exp(-r^2/(s delta)^2).
a = <1/r> in phi, b = |sigma.p phi|/|phi|, d = <1/r> in sigma.p phi.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80.0
c2 = c * c
s_ratio = 0.01

# Trapezoidal rule in log(r): spectrally accurate for these integrands.
step = 0.05
r = np.exp(np.arange(np.log(1e-19), np.log(100.0), step))
weight = step * r**3
w = 2 * c2 + Z / r


def gaussians(exponents):
    al = np.atleast_1d(exponents)[:, None]
    f = np.exp(-al * r**2)
    return f, -2 * al * r * f


def contracted(t, delta, s=s_ratio):
    f, g = gaussians([delta**-2, (s * delta)**-2])
    return f[0] + t * f[1], g[0] + t * g[1]


def moments(f, g):
    nf, ng = np.sum(f*f*weight), np.sum(g*g*weight)
    a = np.sum(f*f*weight/r) / nf
    d = np.sum(g*g*weight/r) / ng
    return a, np.sqrt(ng / nf), d


def normalized(rows):
    return rows / np.sqrt(np.sum(rows**2 * weight, axis=1))[:, None]


def solve(F, G, lower):
    """Galerkin eigenpairs; upper functions F with derivatives G."""
    norm = np.sqrt(np.sum(F**2 * weight, axis=1))[:, None]
    F, G, low = F / norm, G / norm, normalized(lower)
    S = block_diag((F*weight) @ F.T, (low*weight) @ low.T)
    H = block_diag((F*weight*(c2 - Z/r)) @ F.T,
                   (low*weight*(-c2 - Z/r)) @ low.T)
    n = len(F)
    H[:n, n:] = c * (G*weight) @ low.T
    H[n:, :n] = H[:n, n:].T
    E, C = eigh((H + H.T)/2, (S + S.T)/2)
    return E, C, F, G, low


def atomic(G):
    return c * G / w


E_exact = c2 * np.sqrt(1 - (Z / c)**2)


def gap_levels(E):
    """Levels in the gap lying clearly below the true ground state."""
    return E[(E > -c2) & (E < 0.95 * E_exact)]


def tune(target, delta):
    """Contraction coefficient putting a 2x2 block level at target."""
    def determinant(t):
        a, b, d = moments(*contracted(t, delta))
        return ((c2 - Z*a - target) * (-c2 - Z*d - target)
                / (c*b)**2 - 1)
    return brentq(determinant, 0, 10, xtol=1e-15, rtol=1e-15)


print(f"speed of light c = {c:.6f} a.u.; nuclear charge Z = {Z:.0f}")
print(f"rest energy c^2 = {c2:.3f} hartree; Z/c = {Z/c:.5f}")
print(f"exact ground level = {E_exact:.3f} hartree"
      f" = {E_exact*hartree_ev/1000:.3f} keV")

# Background basis without any contracted function.
exps = 50.0 * 4.0**np.arange(8)
F0, G0 = gaussians(exps)
n0 = len(exps)
print(f"background: {n0} Gaussians, exponents {exps[0]:.0f}"
      f" to {exps[-1]:.0f} bohr^-2")
E_kin = solve(F0, G0, G0)[0]
E_at, C_at, Fn, Gn, low = solve(F0, G0, atomic(G0))
for name, E in (("kinetic", E_kin), ("atomic", E_at)):
    assert len(gap_levels(E)) == 0
    assert abs(E[n0] - E_exact) < 0.01 * c2
    print(f"background ground level, {name} balance ="
          f" {E[n0]:.3f} hartree")

# Critical contraction and the limiting level of the 2x2 block.
a1, b1, d1 = moments(*contracted(0.0, 1.0))
print(f"ad/b^2: single Gaussian = {a1*d1/b1**2:.5f},"
      f" required (c/Z)^2 = {(c/Z)**2:.5f}")


def excess(t, s, charge):
    a, b, d = moments(*contracted(t, 1.0, s))
    return a * d / b**2 - (c / charge)**2


t_crit = brentq(excess, 0, 10, args=(s_ratio, Z), xtol=1e-15, rtol=1e-15)
a, b, d = moments(*contracted(t_crit, 1.0))
limit = c2 * (d - a) / (d + a)
dl = 1e-6
am, bm, dm = moments(*contracted(t_crit, dl))
block = np.array([[c2 - Z*am, c*bm], [c*bm, -c2 - Z*dm]])
block_level = np.linalg.eigvalsh(block)[1]
assert abs(block_level - limit) < 1e-3 * c2
print(f"width ratio s = {s_ratio}; critical t = {t_crit:.6f}")
print(f"at delta = 1 bohr: a = {a:.5f}, b = {b:.5f},"
      f" d = {d:.5f} bohr^-1")
print(f"block level at critical t: limit formula {limit:.3f},"
      f" delta=1e-6 bohr {block_level:.3f} hartree")
t_h = brentq(excess, 0, 1000, args=(1e-6, 1.0))
print(f"Z = 1 also meets the condition: s = 1e-6, t = {t_h:.3f}")

# Full basis: the false level converges to the chosen target.
print("kinetic balance, target 0 hartree (mid-gap):")
shifts = []
for delta in (1e-5, 1e-6, 1e-7, 1e-8):
    t = tune(0.0, delta)
    f, g = contracted(t, delta)
    F, G = np.vstack([F0, f]), np.vstack([G0, g])
    false = gap_levels(solve(F, G, G)[0])
    assert len(false) == 1
    E = solve(F, G, atomic(G))[0]
    assert len(gap_levels(E)) == 0
    shifts.append(abs(false[0]))
    print(f"  delta = {delta:.0e} bohr: t = {t:.7f}, false level ="
          f" {false[0]:.3f} hartree; atomic balance lowest ="
          f" {E[n0+1]:.3f} hartree")
assert all(y < 0.5 * x for x, y in zip(shifts, shifts[1:]))
assert shifts[-1] < 1e-3 * c2

delta = 1e-7
for fraction in (-0.5, 0.5):
    t = tune(fraction * c2, delta)
    f, g = contracted(t, delta)
    F, G = np.vstack([F0, f]), np.vstack([G0, g])
    false = gap_levels(solve(F, G, G)[0])
    assert len(false) == 1 and abs(false[0] - fraction*c2) < 0.01*c2
    print(f"delta = 1e-7 bohr, target {fraction*c2:.3f} hartree:"
          f" false level {false[0]:.3f} hartree")
for delta_w in (1e-5, 1e-7):
    span = abs(tune(-0.5*c2, delta_w) - tune(0.5*c2, delta_w))
    print(f"t interval sweeping half the gap, delta = {delta_w:.0e}"
          f" bohr: {span:.3e}")

# Causal tests: change only the lower functions, or uncontract.
t = tune(0.0, delta)
f, g = contracted(t, delta)
F, G = np.vstack([F0, f]), np.vstack([G0, g])
E_add = solve(F, G, np.vstack([G, atomic(g)]))[0]
assert len(gap_levels(E_add)) == 0
assert abs(E_add[n0 + 2] - E_exact) < 0.01 * c2
print(f"one atomic-balance lower function added: lowest level above"
      f" -c^2 = {E_add[n0+2]:.3f} hartree")
fp, gp = gaussians([delta**-2, (s_ratio*delta)**-2])
Fu, Gu = np.vstack([F0, fp]), np.vstack([G0, gp])
E_unc = solve(Fu, Gu, Gu)[0]
assert len(gap_levels(E_unc)) == 0
assert abs(E_unc[n0 + 2] - E_exact) < 0.01 * c2
print(f"two Gaussians uncontracted, kinetic balance: lowest level"
      f" above -c^2 = {E_unc[n0+2]:.3f} hartree")

# The contracted block in atomic balance: both levels leave the gap.
ratio = (Z/c)**2 * np.sum(f*f*weight/r) / np.sum(r*g*g*weight)
pair = solve(f[None, :], g[None, :], atomic(g)[None, :])[0]
assert ratio < (Z/c)**2 and pair[0] < -c2 and pair[1] > c2
print(f"atomic determinant ratio = {ratio:.5f},"
      f" upper bound (Z/c)^2 = {(Z/c)**2:.5f}")
print(f"atomic block levels, delta = 1e-7 bohr: {pair[0]:.4e},"
      f" {pair[1]:.4e} hartree")

# Sweep contraction coefficients: atomic balance must stay clean.
lowest = []
for delta_s in (1e-5, 1e-7):
    for t in np.linspace(0, 10, 21):
        f, g = contracted(t, delta_s)
        F, G = np.vstack([F0, f]), np.vstack([G0, g])
        E = solve(F, G, atomic(G))[0]
        assert E[n0] < -c2
        lowest.append(E[n0 + 1])
assert min(lowest) > 0.98 * E_exact
print(f"atomic balance, {len(lowest)} contractions with t = 0 to 10:"
      f" lowest level above -c^2 = {min(lowest):.3f} hartree")

# Proof identity and bound on every atomic-balance Galerkin eigenpair.
worst = 0.0
for E, vector in zip(E_at, C_at.T):
    u, du = vector[:n0] @ Fn, vector[:n0] @ Gn
    chi = vector[n0:] @ low
    zeta = c * du / w - chi
    kinetic = np.sum(c2 * du**2 / w * weight)
    attraction = np.sum(Z * u**2 / r * weight)
    zz = np.sum(w * zeta**2 * weight)
    total = np.sum((u**2 + chi**2) * weight)
    defect = (c2 - E)*total + kinetic - attraction - zz
    scale = c2 + abs(E) + kinetic + attraction + zz
    worst = max(worst, abs(defect) / scale)
    bound = (c2 - E)**2 * np.sum(chi**2 * weight) / (2*c2)
    assert zz <= bound + 1e-9 * scale
assert worst < 1e-9
print(f"proof identity, largest relative defect = {worst:.1e}")

# Lower bound q(u) >= integral F |u|^2 in the s1/2 and p1/2 sectors.
cut = 1 / (1 + c*r)
F_bound = ((2*c*cut - Z*(1 + cut**2))/r - 2*c2*cut**2 - c2*cut**2)
wide = 0.01 * 4.0**np.arange(18)
fs, gs = gaussians(wide)
f_p = r * fs
g_p = (3 - 2*wide[:, None]*r**2) * fs
for name, f, g in (("s1/2", fs, gs), ("p1/2", f_p, g_p)):
    norm = np.sqrt(np.sum(f**2 * weight, axis=1))[:, None]
    f, g = f/norm, g/norm
    Q = (g*weight*c2/w) @ g.T - (f*weight*(Z/r + F_bound)) @ f.T
    smallest = eigh(Q, (f*weight) @ f.T, eigvals_only=True)[0]
    assert smallest > -1e-6
    print(f"{name}: smallest eigenvalue of q - F ="
          f" {smallest:.6f} hartree")

# Hardy inequality: the best constant 1 is approached from above.
for count in (10, 30):
    f, g = gaussians(0.01 * 4.0**np.arange(count))
    norm = np.sqrt(np.sum(f**2 * weight / r, axis=1))[:, None]
    f, g = f/norm, g/norm
    hardy = eigh((g*weight*r) @ g.T, (f*weight/r) @ f.T,
                 eigvals_only=True)[0]
    assert hardy > 1
    print(f"Hardy quotient minimum, {count} Gaussians = {hardy:.5f}")
assert hardy < 1.1

print("tests ok")
```

Output:

```
speed of light c = 137.035999 a.u.; nuclear charge Z = 80
rest energy c^2 = 18778.865 hartree; Z/c = 0.58379
exact ground level = 15246.673 hartree = 414.883 keV
background: 8 Gaussians, exponents 50 to 819200 bohr^-2
background ground level, kinetic balance = 15254.621 hartree
background ground level, atomic balance = 15255.572 hartree
ad/b^2: single Gaussian = 0.56588, required (c/Z)^2 = 2.93420
width ratio s = 0.01; critical t = 2.161469
at delta = 1 bohr: a = 1.59787, b = 1.77205, d = 5.76638 bohr^-1
block level at critical t: limit formula 10629.724, delta=1e-6 bohr 10630.131 hartree
Z = 1 also meets the condition: s = 1e-6, t = 188.648
kinetic balance, target 0 hartree (mid-gap):
  delta = 1e-05 bohr: t = 2.1630333, false level = -851.412 hartree; atomic balance lowest = 15255.562 hartree
  delta = 1e-06 bohr: t = 2.1616255, false level = -102.458 hartree; atomic balance lowest = 15255.572 hartree
  delta = 1e-07 bohr: t = 2.1614849, false level = -10.424 hartree; atomic balance lowest = 15255.572 hartree
  delta = 1e-08 bohr: t = 2.1614709, false level = -1.044 hartree; atomic balance lowest = 15255.572 hartree
delta = 1e-7 bohr, target -9389.433 hartree: false level -9398.116 hartree
delta = 1e-7 bohr, target 9389.433 hartree: false level 9376.291 hartree
t interval sweeping half the gap, delta = 1e-05 bohr: 2.763e-03
t interval sweeping half the gap, delta = 1e-07 bohr: 2.758e-05
one atomic-balance lower function added: lowest level above -c^2 = 15254.621 hartree
two Gaussians uncontracted, kinetic balance: lowest level above -c^2 = 15254.621 hartree
atomic determinant ratio = 0.17055, upper bound (Z/c)^2 = 0.34081
atomic block levels, delta = 1e-7 bohr: -3.2589e+09, 1.2994e+09 hartree
atomic balance, 42 contractions with t = 0 to 10: lowest level above -c^2 = 15255.562 hartree
proof identity, largest relative defect = 5.9e-16
s1/2: smallest eigenvalue of q - F = 0.031183 hartree
p1/2: smallest eigenvalue of q - F = 0.033769 hartree
Hardy quotient minimum, 10 Gaussians = 1.10530
Hardy quotient minimum, 30 Gaussians = 1.01792
tests ok
```
